# Recurrence and Derivative Relations for Wigner Rotation Functions: verification in Python

```python
# Result under test, for d[m',m](beta) = <j m'| exp(-i beta Jy) |j m>, hbar = 1:
#   (1/2)(A_minus d[m'-1,m] + A_plus d[m'+1,m]) = q d[m',m]
#   A_plus  d[m'+1,m] = (q + d/dbeta) d[m',m]
#   A_minus d[m'-1,m] = (q - d/dbeta) d[m',m]
# with q = (m - m' cos beta)/sin beta,
#   A_minus = sqrt((j+m')(j-m'+1)), A_plus = sqrt((j-m')(j+m'+1)).
# Also tested: analogous relations in m, Euler phases, starting values,
# and the numerical stability of the recurrence.
# Integers J, P, M in the code are the doubled values 2j, 2m', 2m.
import math
import numpy as np
from scipy.linalg import expm
from mpmath import mp

mp.dps = 60


def lower_factor(J, P, lib=mp):
    return lib.sqrt(((J + P) // 2) * ((J - P) // 2 + 1))


def raise_factor(J, P, lib=mp):
    return lib.sqrt(((J - P) // 2) * ((J + P) // 2 + 1))


def d_polynomial(J, P, M, beta):
    """Rotate x^(j+m) y^(j-m) with x -> c x + s y, y -> -s x + c y."""
    if abs(P) > J or abs(M) > J:
        return mp.mpf(0)
    c, s = mp.cos(beta / 2), mp.sin(beta / 2)
    nx, ny, target = (J + M) // 2, (J - M) // 2, (J + P) // 2
    total = mp.mpf(0)
    for k in range(max(0, target - ny), min(nx, target) + 1):
        n = target - k
        total += (math.comb(nx, k) * c**k * s**(nx - k)
                  * math.comb(ny, n) * (-s)**n * c**(ny - n))
    norm = mp.sqrt(mp.factorial(target) * mp.factorial(J - target)
                   / (mp.factorial(nx) * mp.factorial(ny)))
    return norm * total


def d_slope(J, P, M, beta):
    """Central difference in 60-digit arithmetic."""
    h = mp.mpf(10)**(-15)
    return (d_polynomial(J, P, M, beta + h)
            - d_polynomial(J, P, M, beta - h)) / (2 * h)


def spin_matrices(J):
    """Jx, Jy, Jz in the basis m = j, j-1, ..., -j."""
    values = np.arange(J, -J - 1, -2)
    plus = np.zeros((J + 1, J + 1), dtype=complex)
    for i in range(1, J + 1):
        plus[i - 1, i] = raise_factor(J, int(values[i]), math)
    minus = plus.conj().T
    return (plus + minus) / 2, (plus - minus) / 2j, np.diag(values / 2)


def run_column(J, M, beta, lib, downward):
    """Column of d from one end value and the three-term recurrence."""
    c, s = lib.cos(beta), lib.sin(beta)
    ch, sh = lib.cos(beta / 2), lib.sin(beta / 2)
    nx, ny = (J + M) // 2, (J - M) // 2
    root = lib.sqrt(math.comb(J, nx))
    if downward:
        column = {J: (-1)**ny * root * ch**nx * sh**ny}
        for P in range(J, -J, -2):
            rest = (M - P * c) / s * column[P]
            rest -= raise_factor(J, P, lib) * column.get(P + 2, 0)
            column[P - 2] = rest / lower_factor(J, P, lib)
    else:
        column = {-J: root * ch**ny * sh**nx}
        for P in range(-J, J, 2):
            rest = (M - P * c) / s * column[P]
            rest -= lower_factor(J, P, lib) * column.get(P - 2, 0)
            column[P + 2] = rest / raise_factor(J, P, lib)
    return column


# Recurrence, derivative relations and end values against the polynomials.
worst_recurrence = worst_slope = worst_m_relation = mp.mpf(0)
for J in range(1, 8):
    for beta in (mp.mpf("0.3"), mp.mpf("1.1"), mp.mpf("2.6")):
        c, s = mp.cos(beta), mp.sin(beta)
        for M in range(-J, J + 1, 2):
            down_run = run_column(J, M, beta, mp, True)
            up_run = run_column(J, M, beta, mp, False)
            for P in range(-J, J + 1, 2):
                d = d_polynomial(J, P, M, beta)
                slope = d_slope(J, P, M, beta)
                q = (M - P * c) / (2 * s)
                low = lower_factor(J, P) * d_polynomial(J, P - 2, M, beta)
                high = raise_factor(J, P) * d_polynomial(J, P + 2, M, beta)
                worst_recurrence = max(worst_recurrence,
                                       abs((low + high) / 2 - q * d))
                worst_slope = max(worst_slope, abs(high - q * d - slope),
                                  abs(low - q * d + slope))
                g = (M * c - P) / (2 * s)
                right = raise_factor(J, M) * d_polynomial(J, P, M + 2, beta)
                left = lower_factor(J, M) * d_polynomial(J, P, M - 2, beta)
                worst_m_relation = max(worst_m_relation,
                                       abs(right - g * d + slope),
                                       abs(left - g * d - slope))
                assert abs(down_run[P] - d) < 1e-40
                assert abs(up_run[P] - d) < 1e-40
assert worst_recurrence < 1e-50
assert worst_slope < 1e-25 and worst_m_relation < 1e-25

# Rotated operators, matrix definition and Euler phases.
worst_operator = worst_matrix = worst_euler = 0.0
for J in (1, 2, 3, 5, 8):
    Jx, Jy, Jz = spin_matrices(J)
    alpha, beta, gamma = 0.7, 1.2, -0.4
    c, s = math.cos(beta), math.sin(beta)
    R = expm(-1j * beta * Jy)
    Rd = R.conj().T
    errors = [np.abs(R @ Jz @ Rd - c * Jz - s * Jx).max()]
    for sign in (1, -1):
        rotated = R @ (Jx + sign * 1j * Jy) @ Rd
        errors.append(np.abs(rotated - c * Jx + s * Jz
                             - sign * 1j * Jy).max())
    worst_operator = max(worst_operator, *errors)
    D = expm(-1j * alpha * Jz) @ R @ expm(-1j * gamma * Jz)
    for i in range(J + 1):
        for k in range(J + 1):
            P, M = J - 2 * i, J - 2 * k
            exact = float(d_polynomial(J, P, M, mp.mpf(beta)))
            worst_matrix = max(worst_matrix, abs(R[i, k] - exact))
            value = -(M - P * c) / s * D[i, k]
            if i < J:
                value += (lower_factor(J, P, math)
                          * np.exp(-1j * alpha) * D[i + 1, k])
            if i > 0:
                value += (raise_factor(J, P, math)
                          * np.exp(1j * alpha) * D[i - 1, k])
            worst_euler = max(worst_euler, abs(value))
assert max(worst_operator, worst_matrix, worst_euler) < 1e-11

print("Largest deviations (dimensionless)")
print(f"recurrence in m', 60-digit arithmetic: {float(worst_recurrence):.1e}")
print(f"derivative relations in m': {float(worst_slope):.1e}")
print(f"derivative relations in m: {float(worst_m_relation):.1e}")
print(f"rotated operators: {worst_operator:.1e}")
print(f"matrix exponential against polynomials: {worst_matrix:.1e}")
print(f"recurrence with Euler phases: {worst_euler:.1e}")

# Small worked example.
J, M, degrees = 4, 2, 50.0
beta = math.radians(degrees)
c, s = math.cos(beta), math.sin(beta)
column = run_column(J, M, beta, math, True)
matrix = expm(-1j * beta * spin_matrices(J)[1]).real
print(f"Example: j = {J // 2}, m = {M // 2}, beta = {degrees:.0f} degrees")
print(f"cos beta = {c:.6f}, sin beta = {s:.6f} (dimensionless)")
print(f"cos(beta/2) = {math.cos(beta / 2):.6f}, "
      f"sin(beta/2) = {math.sin(beta / 2):.6f} (dimensionless)")
print("Each m': A_minus, A_plus, q, d by recurrence, d by matrix")
slopes = {}
for P in range(J, -J - 1, -2):
    low, high = lower_factor(J, P, math), raise_factor(J, P, math)
    q = (M - P * c) / (2 * s)
    direct = matrix[(J - P) // 2, (J - M) // 2]
    assert abs(column[P] - direct) < 1e-12
    slopes[P] = (high * column.get(P + 2, 0)
                 - low * column.get(P - 2, 0)) / 2
    print(f"m'={P // 2:+d}: {low:.6f}, {high:.6f}, {q:+.6f}, "
          f"{column[P]:+.6f}, {direct:+.6f} (dimensionless)")
print("Each m': slope from neighbours, slope by finite difference")
for P in range(J, -J - 1, -2):
    numeric = float(d_slope(J, P, M, mp.mpf(beta)))
    assert abs(slopes[P] - numeric) < 1e-12
    print(f"m'={P // 2:+d}: {slopes[P]:+.6f}, {numeric:+.6f} per radian")
norm = sum(value**2 for value in column.values())
assert abs(norm - 1) < 1e-12
print(f"sum of squares of the column = {norm:.12f} (dimensionless)")
g = (M * c - 0) / (2 * s)
next_entry = (g * column[0] - slopes[0]) / raise_factor(J, M, math)
direct = matrix[J // 2, (J - M - 2) // 2]
assert abs(next_entry - direct) < 1e-12
print(f"(m cos beta - m')/sin beta at m'=0: {g:.6f} (dimensionless)")
print(f"d[0,2] from column m=1: {next_entry:.6f}, "
      f"by matrix: {direct:.6f} (dimensionless)")

# Stability of the recurrence at large j.
J, M = 80, 60
reference = {P: d_polynomial(J, P, M, mp.mpf(beta))
             for P in range(-J, J + 1, 2)}
down = run_column(J, M, beta, math, True)
up = run_column(J, M, beta, math, False)
precise = run_column(J, M, mp.mpf(beta), mp, True)
join = 2 * round(M * c / 2)
joined = {P: down[P] if P >= join else up[P] for P in reference}
half_width = s * math.sqrt(J / 2 * (J / 2 + 1) - (M / 2)**2)
lower_edge, upper_edge = M * c / 2 - half_width, M * c / 2 + half_width
changes = [P / 2 for P in range(-J, J, 2)
           if reference[P] * reference[P + 2] < 0]
assert len(changes) == (J - M) // 2
assert all(lower_edge < x and x + 1 < upper_edge for x in changes)
outside = [P for P in reference if P / 2 < lower_edge]
assert all(abs(reference[P]) < abs(reference[P + 2]) for P in outside)


def relative_error(run, P):
    return float(abs((run[P] - reference[P]) / reference[P]))


one_way = relative_error(down, -J)
one_way_precise = relative_error(precise, -J)
tail_error = max(relative_error(joined, P) for P in outside)
joined_error = max(float(abs(joined[P] - reference[P])) for P in reference)
assert one_way > 1e3
assert one_way_precise < 1e-10
assert tail_error < 1e-10 and joined_error < 1e-11

print(f"Stability: j = {J // 2}, m = {M // 2}, beta = {degrees:.0f} degrees")
print(f"oscillating range of m': {lower_edge:.2f} to {upper_edge:.2f}")
print(f"sign changes along the column: {len(changes)}")
print(f"lowest and highest sign change start at m' = "
      f"{min(changes):.0f} and {max(changes):.0f}")
print(f"true d at m'=-40: {float(reference[-J]):.4e} (dimensionless)")
print(f"one-way double-precision d at m'=-40: {down[-J]:.4e} (dimensionless)")
print(f"its relative error: {one_way:.1e} (dimensionless)")
print(f"one-way relative error with 60 digits: {one_way_precise:.1e}")
print(f"two runs joined at m' = {join // 2}")
print(f"joined runs, largest absolute error: {joined_error:.1e}")
print(f"joined runs, largest relative error in lower tail: {tail_error:.1e}")
print("finished without a failed check")
```

It prints:

```
Largest deviations (dimensionless)
recurrence in m', 60-digit arithmetic: 5.3e-61
derivative relations in m': 4.0e-30
derivative relations in m: 4.0e-30
rotated operators: 1.5e-15
matrix exponential against polynomials: 3.9e-16
recurrence with Euler phases: 2.0e-15
Example: j = 2, m = 1, beta = 50 degrees
cos beta = 0.642788, sin beta = 0.766044 (dimensionless)
cos(beta/2) = 0.906308, sin(beta/2) = 0.422618 (dimensionless)
Each m': A_minus, A_plus, q, d by recurrence, d by matrix
m'=+2: 2.000000, 0.000000, -0.372792, -0.629224, -0.629224 (dimensionless)
m'=+1: 2.449490, 2.000000, +0.466308, +0.234570, +0.234570 (dimensionless)
m'=+0: 2.449490, 2.449490, +1.305407, +0.603069, +0.603069 (dimensionless)
m'=-1: 2.000000, 2.449490, +2.144507, +0.408218, +0.408218 (dimensionless)
m'=-2: 0.000000, 2.000000, +2.983607, +0.136820, +0.136820 (dimensionless)
Each m': slope from neighbours, slope by finite difference
m'=+2: -0.234570, -0.234570 per radian
m'=+1: -1.367830, -1.367830 per radian
m'=+0: -0.212675, -0.212675 per radian
m'=-1: +0.601786, +0.601786 per radian
m'=-2: +0.408218, +0.408218 per radian
sum of squares of the column = 1.000000000000 (dimensionless)
(m cos beta - m')/sin beta at m'=0: 0.839100 (dimensionless)
d[0,2] from column m=1: 0.359355, by matrix: 0.359355 (dimensionless)
Stability: j = 40, m = 30, beta = 50 degrees
oscillating range of m': -1.56 to 40.12
sign changes along the column: 10
lowest and highest sign change start at m' = 5 and 37
true d at m'=-40: 3.1435e-21 (dimensionless)
one-way double-precision d at m'=-40: -1.7957e+03 (dimensionless)
its relative error: 5.7e+23 (dimensionless)
one-way relative error with 60 digits: 1.4e-21
two runs joined at m' = 19
joined runs, largest absolute error: 1.2e-15
joined runs, largest relative error in lower tail: 3.1e-15
finished without a failed check
```
